# Contact shift of an antiferromagnetic spin-1/2 dimer and its maximum

**Question**

I have two electron spins 1/2 coupled antiferromagnetically, and a nucleus with a contact coupling to one of them. The singlet has no spin, so the paramagnetic shift should vanish on cooling. At high temperature it should fall off like a Curie shift, so there must be a maximum in between.

I am stuck on two points. First, the nucleus couples to $\mathbf S_1$, not to the total spin, and $S_{1z}$ has matrix elements between singlet and triplet. Why may I project onto each multiplet separately? Second, is the maximum at $kT$ equal to the singlet-triplet gap? That is where I would expect the triplet to become populated, but my plot disagrees.

**Answer**

For isotropic exchange, the projection is justified when both sites have the same $g$ factor. If the electron Zeeman energy is also well below the gap, the maximum lies below the gap temperature, at a fixed fraction of it that follows from a one-line equation.

**Model and sign conventions**

Take the electron Hamiltonian

$$H=J\,\mathbf S_1\cdot\mathbf S_2+g\mu_BB\,(S_{1z}+S_{2z}),\qquad J>0,$$

with equal isotropic $g$ factors and no zero-field splitting. Let the nucleus couple to both sites, since this costs nothing extra:

$$H_n=-\hbar\gamma B\,I_z+\mathbf I\cdot(A_1\mathbf S_1+A_2\mathbf S_2).$$

Here $A_1$ and $A_2$ are energies; your case is $A_2=0$. I assume that $J$, $A_1$ and $A_2$ do not depend on temperature, and that the electrons relax fast enough for the nucleus to see one thermal average. I work to first order in the hyperfine coupling.

A rotation by $\pi$ about $z$ leaves $H$ unchanged but reverses $S_{ix}$ and $S_{iy}$, so their averages vanish. A nuclear state with $I_z=m$ therefore has energy

$$E_m=m\left(-\hbar\gamma B+A_1\langle S_{1z}\rangle+A_2\langle S_{2z}\rangle\right).$$

The transition energy is $E_{m-1}-E_m=\hbar\gamma B-A_1\langle S_{1z}\rangle-A_2\langle S_{2z}\rangle$. Relative to the bare value $\hbar\gamma B$, the shift is

$$\delta=-\frac{A_1\langle S_{1z}\rangle+A_2\langle S_{2z}\rangle}{\hbar\gamma B}.$$

Positive $\delta$ means higher frequency. This is the contact part alone; orbital and pseudocontact shifts are separate contributions.

**Projection onto singlet and triplet**

With $\mathbf S=\mathbf S_1+\mathbf S_2$ and $\mathbf S_1^2=\mathbf S_2^2=3/4$,

$$\mathbf S_1\cdot\mathbf S_2=\tfrac12\left(\mathbf S^2-\tfrac32\right).$$

For $S=0$ this is $-3/4$, and for $S=1$ it is $(2-3/2)/2=1/4$. The exchange energies are $-3J/4$ and $J/4$, so the gap is $J$. If your convention writes the exchange as $-2J'\,\mathbf S_1\cdot\mathbf S_2$, replace $J$ by $-2J'$ throughout.

Let $\Pi$ swap the two spins, so that $\Pi\mathbf S_1\Pi=\mathbf S_2$. Triplet states are even under $\Pi$. Hence, with $P_T$ the triplet projector,

$$P_T\mathbf S_1P_T=P_T\Pi\mathbf S_1\Pi P_T=P_T\mathbf S_2P_T.$$

The two equal operators add up to $P_T\mathbf SP_T$, so each is half of it:

$$P_T\mathbf S_1P_T=\tfrac12P_T\mathbf SP_T.$$

The singlet $|s\rangle$ is odd under $\Pi$, but the two minus signs cancel in an expectation value. Thus $\langle s|\mathbf S_1|s\rangle=\langle s|\mathbf S_2|s\rangle$. Their sum is zero because $\mathbf S|s\rangle=0$, so each vanishes.

You are right about the cross element:

$$S_{1z}\,\frac{|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle}{\sqrt2}=\frac12\,\frac{|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle}{\sqrt2}=\tfrac12|T_0\rangle.$$

It drops out because of the thermal state, not because it is zero. For equal $g$ the Zeeman term is proportional to $S_z$, which commutes with the exchange term. The singlet and the triplet states with $M=1,0,-1$ remain eigenstates in the field, so the density matrix has no singlet-triplet coherence. The trace of $\rho S_{1z}$ then picks up the diagonal blocks alone, and

$$\langle S_{1z}\rangle=\langle S_{2z}\rangle=\tfrac12\langle S_z\rangle.$$

**Thermal average**

Define $x=J/kT$ and $b=g\mu_BB/kT$. The triplet energies are $J/4+g\mu_BB\,M$. After removing the common factor $e^{-J/4kT}$, the Boltzmann weights are $e^x$ for the singlet and $e^{-b},1,e^{b}$ for $M=1,0,-1$. Therefore

$$\langle S_{1z}\rangle=\frac12\,\frac{e^{-b}-e^{b}}{e^x+1+e^b+e^{-b}}=-\frac{\sinh b}{1+2\cosh b+e^x}.$$

For $b\ll1$, use $\sinh b\approx b$ and $\cosh b\approx1$:

$$\langle S_{1z}\rangle\approx-\frac{g\mu_BB}{kT}\,\frac{1}{3+e^x}.$$

Inserting this into $\delta$ cancels $B$ and the two minus signs:

$$\boxed{\delta(T)=\frac{(A_1+A_2)\,g\mu_B}{\hbar\gamma\,kT}\,\frac{1}{3+e^{J/kT}}}$$

For $J\to0$ and $A_2=0$ this becomes $A_1g\mu_B/(4\hbar\gamma kT)$, the Curie shift of an uncoupled spin 1/2. The ratio of the dimer shift to the Curie shift is $4/(3+e^x)$. At high temperature $e^x\approx1+x$, so the ratio is approximately $4/(4+x)\approx1-J/(4kT)$. At low temperature, as long as $b\ll1$, $\delta\propto e^{-J/kT}/T$, which is the vanishing you expected.

**Where the maximum is**

Replace $1/kT$ by $x/J$:

$$\delta=\frac{(A_1+A_2)g\mu_B}{\hbar\gamma J}\,f(x),\qquad f(x)=\frac{x}{3+e^x}.$$

The prefactor does not depend on temperature. The quotient rule gives

$$f'(x)=\frac{3+e^x-xe^x}{(3+e^x)^2}=\frac{3-(x-1)e^x}{(3+e^x)^2}.$$

The function $(x-1)e^x$ has derivative $xe^x>0$ for $x>0$, and it rises from $-1$ to infinity. It therefore equals 3 once, and there $f'$ changes from positive to negative. So $f$ has a single maximum, at

$$(x-1)e^x=3\quad\Longrightarrow\quad(x-1)e^{x-1}=\frac3e.$$

The Lambert function $W(y)$ is defined by $We^W=y$, with the real positive solution for $y>0$. Hence

$$\boxed{x_*=1+W(3/e)\approx1.6035,\qquad kT_{\max}=\frac{J}{x_*}=0.6236\,J}$$

This is the maximum of $|\delta|$, for $A_1+A_2\neq0$. If $(A_1+A_2)/\gamma$ is negative, the signed shift has a minimum there.

The height follows from $e^{x_*}=3/(x_*-1)$. Then $3+e^{x_*}=3x_*/(x_*-1)$, and

$$f(x_*)=\frac{x_*-1}{3}=0.2012.$$

**Why it is not at the gap**

The total triplet population at small field is $p_T=3/(3+e^x)$, so $f=xp_T/3$ and $\delta\propto p_T/T$. Heating populates the triplet, but it also reduces the polarization within the triplet as $1/T$. The maximum is where these relative changes balance:

$$\frac{d\ln p_T}{d\ln T}=-x\frac{d\ln p_T}{dx}=\frac{xe^x}{3+e^x}=1.$$

At $kT=J$ the left side is $e/(3+e)<1$. The population is still growing there, but more slowly than $1/T$ falls, so the shift is already past its maximum. At the maximum itself,

$$p_T=\frac{3}{3+e^{x_*}}=\frac{x_*-1}{x_*}=1-\frac{kT_{\max}}{J}=0.376.$$

**A numerical case**

Choose round model parameters: $J=200\ \mathrm{cm^{-1}}$, $g=2$, $B=9.4$ T, and a proton with $A_1/h=1$ MHz and $A_2=0$. The gap corresponds to $J/k=287.8$ K, so

$$T_{\max}=0.6236\times287.8\ \mathrm K\approx179\ \mathrm K.$$

At this temperature $b=0.0704$, hence $g\mu_BB/J=b/x_*=0.0704\times0.6236=0.0439$. With $\gamma/2\pi=42.577$ MHz/T, the prefactor of $f$ is

$$\frac{A_1/h}{\gamma B/2\pi}\,\frac{g\mu_BB}{J}=\frac{1}{42.577\times9.4}\times0.0439\approx1.097\times10^{-4},$$

or 109.7 ppm. The maximum shift is $109.7\times0.2012\approx22.1$ ppm.

The table compares the boxed formula with diagonalization at the full field, and with the Curie shift of an uncoupled spin. Shifts are in ppm, and $p_T$ is the zero-field triplet population.

| $T$ (K) | formula | full field | Curie | $p_T$ |
|---|---|---|---|---|
| 50 | 1.98 | 2.00 | 157.8 | 0.009 |
| 100 | 15.19 | 15.22 | 78.9 | 0.144 |
| 179.4 | 22.06 | 22.06 | 44.0 | 0.376 |
| 300 | 18.75 | 18.75 | 26.3 | 0.535 |
| 400 | 15.61 | 15.61 | 19.7 | 0.594 |

The maximum is broad on the high-temperature side. The 1% difference at 50 K comes from the next order in $b$. Expanding $\sinh b\approx b(1+b^2/6)$ and $2\cosh b\approx2+b^2$ multiplies the linear result by

$$1+b^2\left(\frac16-\frac1{3+e^x}\right).$$

At 50 K, $b=0.0704\times179.4/50\approx0.25$ and $e^x$ is large, so the correction is about $b^2/6\approx0.01$. At fixed field, the linear formula eventually fails on cooling because $b$ grows.

**When the projection fails: unequal $g$ factors**

Suppose $g_1\neq g_2$. Write $\bar g=(g_1+g_2)/2$, $\Delta g=g_1-g_2$ and $N=S_{1z}-S_{2z}$. The Zeeman term is

$$\mu_BB(g_1S_{1z}+g_2S_{2z})=\bar g\mu_BB\,S_z+VN,\qquad V=\tfrac12\Delta g\,\mu_BB.$$

Since $N|s\rangle=|T_0\rangle$ and $N|T_0\rangle=|s\rangle$, the field now mixes these states. For $|V|\ll J$, first-order perturbation theory gives

$$|s'\rangle=|s\rangle-\frac VJ|T_0\rangle,\qquad|T_0'\rangle=|T_0\rangle+\frac VJ|s\rangle.$$

Their expectation values of $N$ are $-2V/J$ and $+2V/J$; the states $M=\pm1$ give zero. With zero-field populations $e^x/(3+e^x)$ and $1/(3+e^x)$,

$$\langle N\rangle=-\frac{2V}{J}\,\frac{e^x-1}{e^x+3}=-\frac{\Delta g\,\mu_BB}{J}\,\frac{e^x-1}{e^x+3}.$$

Now use $S_{1z}=(S_z+N)/2$. For a nucleus on site 1,

$$\delta=\frac{A_1\mu_B}{\hbar\gamma J}\left[\bar g f(x)+\frac{\Delta g}{2}\,\frac{e^x-1}{e^x+3}\right].$$

The second term survives as $T\to0$, where the bracket tends to $\Delta g/2$. The singlet itself has acquired opposite polarizations on the two sites.

For $g_1=2.05$ and $g_2=1.95$, with the other parameters unchanged, the residual shift is $(109.65/2)\times0.05\approx2.74$ ppm. The maximum moves to about 173 K and rises to 23.5 ppm. It moves down in temperature because the added term has $x$-derivative $\tfrac{\Delta g}{2}\cdot 4e^x/(e^x+3)^2$, which is positive for $\Delta g>0$: it still grows on cooling where $f$ is stationary. For $\Delta g<0$, with the nucleus on the site of smaller $g$, the added term is negative, the residual shift changes sign, and the maximum moves up in temperature.

To estimate a gap from data, use $J\approx1.60\,kT_{\max}$ for the contact part, provided that the system is a pair of spins 1/2 with equal $g$ factors, $g\mu_BB\ll J$, temperature-independent $J$ and hyperfine couplings, and anisotropic spin-spin terms small compared with $J$. Antisymmetric exchange, for example, mixes singlet and triplet even for equal $g$. A temperature-independent orbital offset does not move the extremum of the signed shift. Unequal $g$ factors do move it, and so can a pseudocontact contribution whose temperature dependence differs from that of $f$. The numerical check tests the formulas for both equal and unequal $g$ by diagonalizing the electron Hamiltonian.

## Table of computed values

```
Exchange J = singlet-triplet gap: 200 cm^-1
Gap J/k: 287.8 K
g factor: 2.00
Hyperfine coupling A/h to site 1: 1.00 MHz
Magnetic field B: 9.4 T
Proton gamma/(2 pi): 42.577 MHz/T
Norm of S1z|singlet>: 0.500 (dimensionless)
W(3/e): 0.60355 (dimensionless)
x at maximum, J/(k T_max): 1.60355 (dimensionless)
x at maximum by diagonalization: 1.6035 (dimensionless)
k T_max / J: 0.62362 (dimensionless)
f at maximum: 0.20118 (dimensionless)
Triplet population at maximum: 0.3764
Dimer/Curie shift ratio at maximum: 0.5018
Prefactor A g muB/(hbar gamma J): 109.65 ppm
T_max: 179.4 K
Maximum contact shift: 22.06 ppm
g muB B/(k T_max): 0.0704
T (K) | linear (ppm) | full field (ppm) | Curie (ppm) | p_triplet
  50.0 |   1.979 |   2.000 |  157.76 | 0.0094
 100.0 |  15.191 |  15.220 |   78.88 | 0.1444
 150.0 |  21.443 |  21.453 |   52.59 | 0.3058
 179.4 |  22.060 |  22.064 |   43.96 | 0.3764
 200.0 |  21.864 |  21.867 |   39.44 | 0.4158
 300.0 |  18.749 |  18.749 |   26.29 | 0.5348
 400.0 |  15.610 |  15.610 |   19.72 | 0.5937
Unequal g factors: g1 = 2.05, g2 = 1.95
Residual shift as T -> 0, unequal g: 2.74 ppm
T_max, unequal g: 172.7 K
Maximum shift, unequal g: 23.45 ppm
```
